**Mean-energy relaxation of an ion in a thermal monatomic gas**

The program tests \(\langle E\rangle(t)=3kT/2+[\langle E\rangle(0)-3kT/2]e^{-\kappa\nu t}\) with \(\kappa=2mM/(m+M)^2\). Here \(m\) and \(M\) are the ion and atom masses, \(T\) is the gas temperature, and \(\nu\) is a collision frequency independent of relative speed. It asserts the mean energy change in one collision by direct quadrature for four mass pairs, and the exponential law by Monte Carlo for two different initial distributions. It also asserts the decay of mean velocity, the heating by a steady force, the failure of the law when collisions are weighted by relative speed, and the speed-independent capture rate. Deflection angles from the scattering integral are compared with integrated Newtonian orbits. For Mn⁺ in argon at 10 mTorr and 300 K, the output gives an energy relaxation time of about 10 μs and a final mean energy of 0.0388 eV. With a rough repulsive core included, the momentum-transfer rate is 0.95 to 0.97 of the model's capture rate at the two energies examined.

## Numerical check

```python
"""
Result under test: an ion (mass m) in a thermal gas of atoms (mass M, temperature T),
scattered isotropically in the centre-of-mass frame at a collision frequency nu that
does not depend on relative speed, has the mean energy
    <E>(t) = 3kT/2 + (<E>(0) - 3kT/2) exp(-kappa nu t),  kappa = 2 m M / (m + M)^2.
Reduced units in the simulations: kT = 1, mass in u, time in 1/nu.
Example: Mn+ in argon, with nu from capture by the attraction -alpha/(2 r^4).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

rng = np.random.default_rng(12345)

# ---------------- inputs (rough typical values for a collision cell) ------------
ion_mass, gas_mass = 54.94, 39.95        # u
temperature = 300.0                      # K
pressure_mtorr = 10.0
start_energy_ev = 0.2
polarizability = 11.0                    # bohr^3, rough
core_radius_nm = 0.30                    # closest approach, rough
stray_field_v_cm = 0.01                  # rough
excitation_ev = 1.2                      # lowest ion excitation, rough

ev = const.e
kt_ev = const.k * temperature / ev
thermal_ev = 1.5 * kt_ev
bohr = const.physical_constants["Bohr radius"][0]
hartree_ev = const.physical_constants["Hartree energy in eV"][0]
time_au = const.physical_constants["atomic unit of time"][0]
u_in_me = const.atomic_mass / const.m_e


def energy_fraction(m, M):
    return 2 * m * M / (m + M) ** 2


def collide(v, u, n, m, M):
    """Ion velocity after an elastic collision with new relative direction n."""
    centre = (m * v + M * u) / (m + M)
    g = np.linalg.norm(v - u, axis=-1, keepdims=True)
    return centre + M / (m + M) * g * n


# ---------------- one collision: quadrature from the definition -----------------
def mean_change_quadrature(energy, m, M):
    x, w = np.polynomial.hermite_e.hermegauss(5)
    w = w / w.sum()
    ux, uy, uz = np.meshgrid(x, x, x, indexing="ij")
    u = np.stack([ux, uy, uz], -1).reshape(-1, 3) / np.sqrt(M)
    wu = np.einsum("i,j,k->ijk", w, w, w).ravel()
    c, wc = np.polynomial.legendre.leggauss(5)
    total = 0.0
    v = np.array([0.0, 0.0, np.sqrt(2 * energy / m)])
    for cos_t, weight in zip(c, wc / 2):
        sin_t = np.sqrt(1 - cos_t**2)
        for phi in 2 * np.pi * np.arange(8) / 8:
            n = np.array([sin_t * np.cos(phi), sin_t * np.sin(phi), cos_t])
            after = collide(v, u, n, m, M)
            total += weight / 8 * np.sum(wu * 0.5 * m * np.sum(after**2, axis=1))
    return total - energy


for m, M in [(1.0, 1.0), (1.0, 20.0), (30.0, 2.0), (ion_mass, gas_mass)]:
    for energy in (0.0, 0.7, 1.5, 9.0):
        direct = mean_change_quadrature(energy, m, M)
        formula = -energy_fraction(m, M) * (energy - 1.5)
        assert abs(direct - formula) < 1e-10

# ---------------- many collisions: Monte Carlo ensembles -----------------------
m, M = ion_mass, gas_mass
kappa = energy_fraction(m, M)
momentum_fraction = M / (m + M)
n_ions = 200000


def random_directions(count):
    n = rng.normal(size=(count, 3))
    return n / np.linalg.norm(n, axis=1, keepdims=True)


def thermal_atoms(count):
    return rng.normal(size=(count, 3)) / np.sqrt(M)


def advance(v, duration):
    """Poisson-distributed collisions during a time given in 1/nu."""
    v = v.copy()
    number = rng.poisson(duration, len(v))
    for i in range(number.max()):
        hit = np.flatnonzero(number > i)
        v[hit] = collide(v[hit], thermal_atoms(len(hit)),
                         random_directions(len(hit)), m, M)
    return v


start = start_energy_ev / kt_ev
single = np.zeros((n_ions, 3))
single[:, 2] = np.sqrt(2 * start / m)
split = np.zeros((n_ions, 3))
split[::2, 2] = np.sqrt(4 * start / m)     # half at twice the energy, half at rest
table = []
elapsed = 0.0
for lifetimes in (0.5, 1.0, 2.0, 4.0):
    step = (lifetimes - elapsed) / kappa
    elapsed = lifetimes
    single, split = advance(single, step), advance(split, step)
    expected = 1.5 + (start - 1.5) * np.exp(-lifetimes)
    means, spreads = [], []
    for v in (single, split):
        e = 0.5 * m * np.sum(v**2, axis=1)
        assert abs(e.mean() - expected) < 5 * e.std() / np.sqrt(n_ions)
        means.append(e.mean())
        spreads.append(e.std())
    vz = single[:, 2]
    vz_expected = np.sqrt(2 * start / m) * np.exp(-momentum_fraction * lifetimes / kappa)
    assert abs(vz.mean() - vz_expected) < 5 * vz.std() / np.sqrt(n_ions)
    table.append((lifetimes, expected, means[0], means[1], spreads[0]))

# ---------------- steady force: drift and excess energy ------------------------
drift = 0.2
acceleration = drift * momentum_fraction
v = rng.normal(size=(n_ions, 3)) / np.sqrt(m)
for _ in range(40):
    v[:, 2] += acceleration * rng.exponential(size=n_ions)
    before_collision = v
    v = collide(v, thermal_atoms(n_ions), random_directions(n_ions), m, M)
e = 0.5 * m * np.sum(before_collision**2, axis=1)
excess = 0.5 * (m + M) * drift**2
assert abs(e.mean() - 1.5 - excess) < 5 * e.std() / np.sqrt(n_ions)
vz = before_collision[:, 2]
assert abs(vz.mean() - drift) < 5 * vz.std() / np.sqrt(n_ions)


# ---------------- what fails when the rate grows with relative speed -----------
def weighted_change(energy, power):
    """Averages of g^power * (energy change) and of g^power over thermal atoms."""
    s, ws = np.polynomial.legendre.leggauss(120)
    c, wc = np.polynomial.legendre.leggauss(120)
    top = 9 / np.sqrt(M)
    speed = (0.5 * top * (s + 1))[:, None]
    weight = ws[:, None] * wc[None, :] * speed**2 * np.exp(-0.5 * M * speed**2)
    weight /= weight.sum()
    v0 = np.sqrt(2 * energy / m)
    dot = v0 * speed * c[None, :]
    g2 = v0**2 + speed**2 - 2 * dot
    centre2 = (m**2 * v0**2 + M**2 * speed**2 + 2 * m * M * dot) / (m + M) ** 2
    change = 0.5 * m * (centre2 + momentum_fraction**2 * g2) - energy
    rate = g2 ** (power / 2)
    return np.sum(weight * rate * change), np.sum(weight * rate)


def relative_decay(energy, power):
    return -weighted_change(energy, power)[0] / (energy - 1.5)


constant_ratio = relative_decay(15.0, 0) / relative_decay(3.0, 0)
hard_sphere_ratio = relative_decay(15.0, 1) / relative_decay(3.0, 1)
assert abs(constant_ratio - 1) < 1e-8
assert hard_sphere_ratio > 1.3
gain, norm = weighted_change(1.5, 1)
biased_gain = gain / norm
assert biased_gain > 0.02
assert abs(weighted_change(1.5, 0)[0]) < 1e-8

# ---------------- capture rate for the attraction -alpha/(2 r^4) ---------------
reduced_me = m * M / (m + M) * u_in_me
capture_au = 2 * np.pi * np.sqrt(polarizability / reduced_me)
eps_start_ev = start_energy_ev * M / (m + M) + thermal_ev * m / (m + M)
eps_thermal_ev = thermal_ev
radii = np.linspace(2, 60, 100001)


def barrier_minus_energy(b, eps):
    return np.max(eps * b**2 / radii**2 - polarizability / (2 * radii**4)) - eps


for eps_ev in (eps_start_ev, eps_thermal_ev):
    eps = eps_ev / hartree_ev
    b_found = brentq(barrier_minus_energy, 3, 20, args=(eps,))
    rate_found = np.pi * b_found**2 * np.sqrt(2 * eps / reduced_me)
    assert abs(rate_found / capture_au - 1) < 1e-5


# ---------------- deflection with attraction and hard core ---------------------
# Lengths in units of the capture impact parameter, energies in collision energy:
# the potential is then -1/(4 r^4) outside the core.
def deflection(b, core, nodes=600):
    t, w = np.polynomial.legendre.leggauss(nodes)
    t, w = 0.5 * (t + 1), 0.5 * w
    b = np.atleast_1d(np.asarray(b, float))[:, None]
    root = np.sqrt(np.maximum(1 - b**-4.0, 0))
    turning = np.where(b > 1, np.sqrt(2 / (1 + root)), np.inf)
    top = np.minimum(turning, b / core)
    y = top * (1 - t**2)
    inside = np.maximum(1 - y**2 + y**4 / (4 * b**4), 1e-15)
    return np.pi - 2 * np.sum(w * 2 * top * t / np.sqrt(inside), axis=1)


def orbit_cosine(b, core):
    def motion(_, s):
        r6 = (s[0] ** 2 + s[1] ** 2) ** 3
        return [s[2], s[3], -0.5 * s[0] / r6, -0.5 * s[1] / r6]

    def contact(_, s):
        return np.hypot(s[0], s[1]) - core
    contact.terminal, contact.direction = True, -1
    options = dict(rtol=1e-10, atol=1e-12)
    run = solve_ivp(motion, (0, 100), [-50, b, 1, 0], events=contact, **options)
    state = run.y[:, -1]
    if run.status == 1:
        normal = state[:2] / np.linalg.norm(state[:2])
        state[2:] -= 2 * np.dot(state[2:], normal) * normal
        state = solve_ivp(motion, (0, 60), state, **options).y[:, -1]
    return state[2] / np.hypot(state[2], state[3])


for b, core in [(1.5, 0.5), (1.1, 0.5), (0.5, 0.5), (0.8, 0.6)]:
    assert abs(np.cos(deflection(b, core)[0]) - orbit_cosine(b, core)) < 1e-4


def transfer_ratio(core, nodes=300):
    """Momentum-transfer cross section divided by the capture cross section."""
    x, w = np.polynomial.legendre.leggauss(nodes)
    total = 0.0
    for low, high in ((0.0, 1.0), (1.0, 8.0)):
        b = low + 0.5 * (high - low) * (x + 1)
        value = 2 * b * (1 - np.cos(deflection(b, core)))
        total += 0.5 * (high - low) * np.sum(w * value)
    return total


assert abs(transfer_ratio(5.0) / 25 - 1) < 0.01      # bare hard-sphere limit


def capture_radius_nm(eps_ev):
    return (2 * polarizability * hartree_ev / eps_ev) ** 0.25 * bohr * 1e9


bc_start, bc_thermal = capture_radius_nm(eps_start_ev), capture_radius_nm(eps_thermal_ev)
ratios = []
for bc in (bc_start, bc_thermal):
    ratio = transfer_ratio(core_radius_nm / bc)
    assert abs(ratio - transfer_ratio(core_radius_nm / bc, 220)) < 5e-3
    ratios.append(ratio)

# ---------------- worked example in laboratory units ---------------------------
density = pressure_mtorr * 1e-3 * const.torr / (const.k * temperature)
capture_si = capture_au * bohr**3 / time_au
nu = density * capture_si
tau = 1 / (kappa * nu)
ion_kg, gas_kg = m * const.atomic_mass, M * const.atomic_mass
v_start = np.sqrt(2 * start_energy_ev * ev / ion_kg)
stopping_cm = 100 * v_start / (momentum_fraction * nu)
time_one_percent = tau * np.log((start_energy_ev - thermal_ev) / (0.01 * thermal_ev))
v_drift = ev * stray_field_v_cm * 100 / (ion_kg * momentum_fraction * nu)
field_excess_ev = 0.5 * (ion_kg + gas_kg) * v_drift**2 / ev
wave_number = np.sqrt(2 * reduced_me * eps_thermal_ev / hartree_ev) / bohr
spacing_nm = density ** (-1 / 3) * 1e9

print(f"ion mass (Mn): {ion_mass:.2f} u")
print(f"gas atom mass (Ar): {gas_mass:.2f} u")
print(f"gas temperature: {temperature:.0f} K")
print(f"gas pressure: {pressure_mtorr:.0f} mTorr")
print(f"starting energy: {start_energy_ev:.3f} eV")
print(f"polarizability (rough input): {polarizability:.1f} bohr^3")
print(f"thermal energy kT: {kt_ev:.5f} eV")
print(f"final mean energy 3kT/2: {thermal_ev:.5f} eV")
print(f"gas density: {density*1e-6:.3e} cm^-3")
print(f"capture rate coefficient: {capture_si*1e6:.3e} cm^3/s")
print(f"collision frequency nu: {nu:.3e} 1/s")
print(f"mean time between collisions: {1e6/nu:.2f} us")
print(f"energy fraction kappa: {kappa:.4f}")
print(f"energy relaxation time: {tau*1e6:.2f} us")
print(f"collisions per relaxation time: {1/kappa:.2f}")
print(f"velocity relaxation time: {1e6/(momentum_fraction*nu):.2f} us")
print(f"time to 1% above 3kT/2: {time_one_percent*1e6:.1f} us")
print(f"collisions in that time: {nu*time_one_percent:.1f}")
print(f"mean forward stopping distance: {stopping_cm:.2f} cm")
print("mean energies in eV: formula, MC one-energy start, MC split start; MC spread")
for life, exact, mono, two, spread in table:
    print(f" t={life*tau*1e6:6.2f} us: {exact*kt_ev:.5f} {mono*kt_ev:.5f} "
          f"{two*kt_ev:.5f}; {spread*kt_ev:.5f}")
print(f"ions per Monte Carlo ensemble: {n_ions}")
print("relative decay rate at E=15kT over that at E=3kT:")
print(f"  constant frequency: {constant_ratio:.4f}")
print(f"  hard spheres: {hard_sphere_ratio:.3f}")
print(f"gain per collision at 3kT/2, g-biased partners: {biased_gain*kt_ev*1e3:.2f} meV")
print("sizes of neglected effects:")
print(f"mean collision energy, start: {eps_start_ev:.4f} eV")
print(f"mean collision energy, thermal: {eps_thermal_ev:.4f} eV")
print(f"capture impact parameter, start: {bc_start:.3f} nm")
print(f"capture impact parameter, thermal: {bc_thermal:.3f} nm")
print(f"core radius (rough input): {core_radius_nm:.2f} nm")
print(f"momentum-transfer/capture rate, start: {ratios[0]:.2f}")
print(f"momentum-transfer/capture rate, thermal: {ratios[1]:.2f}")
print(f"stray field (rough input): {stray_field_v_cm:.2f} V/cm")
print(f"drift speed in stray field: {v_drift:.1f} m/s")
print(f"excess energy from stray field: {field_excess_ev*1e3:.3f} meV")
print(f"wave number times capture parameter: {wave_number*bc_thermal*1e-9:.0f}")
print(f"ion excitation energy (rough input): {excitation_ev:.1f} eV")
print(f"start collision/excitation energy: {eps_start_ev/excitation_ev:.3f}")
print(f"mean spacing of gas atoms: {spacing_nm:.0f} nm")
print("every check passed")
```

Output:

```
ion mass (Mn): 54.94 u
gas atom mass (Ar): 39.95 u
gas temperature: 300 K
gas pressure: 10 mTorr
starting energy: 0.200 eV
polarizability (rough input): 11.0 bohr^3
thermal energy kT: 0.02585 eV
final mean energy 3kT/2: 0.03878 eV
gas density: 3.219e+14 cm^-3
capture rate coefficient: 6.217e-10 cm^3/s
collision frequency nu: 2.001e+05 1/s
mean time between collisions: 5.00 us
energy fraction kappa: 0.4875
energy relaxation time: 10.25 us
collisions per relaxation time: 2.05
velocity relaxation time: 11.87 us
time to 1% above 3kT/2: 61.8 us
collisions in that time: 12.4
mean forward stopping distance: 0.99 cm
mean energies in eV: formula, MC one-energy start, MC split start; MC spread
 t=  5.12 us: 0.13656 0.13665 0.13629; 0.07053
 t= 10.25 us: 0.09809 0.09819 0.09796; 0.06989
 t= 20.50 us: 0.06060 0.06074 0.06033; 0.05281
 t= 41.00 us: 0.04173 0.04168 0.04177; 0.03494
ions per Monte Carlo ensemble: 200000
relative decay rate at E=15kT over that at E=3kT:
  constant frequency: 1.0000
  hard spheres: 2.004
gain per collision at 3kT/2, g-biased partners: 2.39 meV
sizes of neglected effects:
mean collision energy, start: 0.1067 eV
mean collision energy, thermal: 0.0388 eV
capture impact parameter, start: 0.458 nm
capture impact parameter, thermal: 0.590 nm
core radius (rough input): 0.30 nm
momentum-transfer/capture rate, start: 0.95
momentum-transfer/capture rate, thermal: 0.97
stray field (rough input): 0.01 V/cm
drift speed in stray field: 20.8 m/s
excess energy from stray field: 0.214 meV
wave number times capture parameter: 122
ion excitation energy (rough input): 1.2 eV
start collision/excitation energy: 0.089
mean spacing of gas atoms: 146 nm
every check passed
```
